# Concavity of the Dudarev energy and the threshold for metastable occupations

## 1. What symmetry and dimensions fix

Let $n$ be the occupation matrix of a localized shell in one spin channel. It is Hermitian, with eigenvalues $\lambda$ between 0 and 1. Suppose that a correction to the energy is a sum of one function over these eigenvalues, so that it does not depend on the choice of orbital basis. If the function is quadratic and vanishes for empty and full orbitals, it must be proportional to $\lambda(1-\lambda)$. With the usual prefactor this is the Dudarev energy,

$$E_U(n)=\frac U2\,\mathrm{Tr}(n-n^2),\qquad U\equiv U_{\rm eff}=U_{\rm Coulomb}-J>0 .$$

Now let an orbital at energy $\varepsilon$, measured from a ligand orbital, hybridize with that ligand with strength $V>0$. If several minima appear above some threshold $U_c$, dimensional analysis requires $U_c=V\,g(\varepsilon/V)$. Exchanging electrons and holes replaces $\lambda$ by $1-\lambda$ and $\varepsilon$ by $-\varepsilon$. It leaves $\lambda(1-\lambda)$ unchanged and alters the energy only by a constant, so $g$ is even. The result derived below has this form:

$$\boxed{U_c(\varepsilon)=\left[(4V)^{2/3}+(2|\varepsilon|)^{2/3}\right]^{3/2}}$$

## 2. Concavity in the full matrix

Take two occupation matrices $a,b$, which need not commute, and $0<w<1$. Put $c=wa+(1-w)b$. Expanding $c^2$ with the order of factors kept,

$$wa^2+(1-w)b^2-c^2=w(1-w)(a^2+b^2-ab-ba)=w(1-w)(a-b)^2 .$$

The linear terms of $E_U$ cancel between $c$ and the weighted sum, which leaves

$$E_U(c)-wE_U(a)-(1-w)E_U(b)=\frac U2\,w(1-w)\,\mathrm{Tr}(a-b)^2 .$$

The right side is positive for $a\neq b$, because $a-b$ is Hermitian. Hence $E_U$ is strictly concave. Its second derivative along a Hermitian direction $\delta$ is $-U\,\mathrm{Tr}\,\delta^2$. A sum over spins and sites of such terms is concave too.

Since $E_U=(U/2)\sum\lambda(1-\lambda)\ge0$, it vanishes exactly when every $\lambda$ is 0 or 1, that is, at projectors. Concavity therefore favours integer occupations. It does not by itself give the total energy several minima, because hybridization favours fractional occupations and contributes a convex energy. The two must be compared.

## 3. The model

There are $M$ localized orbitals with distinct levels $\varepsilon_a$, and $M$ ligand orbitals at energy zero. Localized orbital $a$ couples to ligand $a$ by $-V$, with the same $V$ for all $a$. The channel holds $M$ electrons in a single determinant, so its density matrix is a projector of trace $M$:

$$\rho=\begin{pmatrix}n&X\\X^\dagger&q\end{pmatrix},\qquad \rho^2=\rho .$$

With $\varepsilon=\mathrm{diag}(\varepsilon_a)$, the total energy is

$$E[\rho]=\mathrm{Tr}(\varepsilon n)-2V\,\mathrm{Re\,Tr}X+E_U(n).$$

The levels and $V$ are fixed: the Hartree and exchange-correlation response of a real base functional is left out.

## 4. The energy as a function of occupations

Minimize $E[\rho]$ at fixed $n$. The upper left block of $\rho^2=\rho$ reads $n^2+XX^\dagger=n$. With $S=\sqrt{n-n^2}$, the polar decomposition is therefore $X=SW$, where $W$ is unitary. In the eigenbasis of $S$,

$$\mathrm{Re\,Tr}(SW)=\sum_i S_i\,\mathrm{Re}\,W_{ii}\le\sum_iS_i=\mathrm{Tr}S,$$

because $|W_{ii}|\le1$. The bound is reached by

$$\rho(n)=\begin{pmatrix}n&S\\S&1-n\end{pmatrix}.$$

This matrix is admissible. Its trace is $M$, and since $S$ commutes with $n$, the blocks of its square are $n^2+S^2=n$, $nS+S(1-n)=S$ and $S^2+(1-n)^2=1-n$. Thus

$$E(n)=\mathrm{Tr}(\varepsilon n)+\mathrm{Tr}f(n),\qquad f(\lambda)=-2V\sqrt{\lambda(1-\lambda)}+\frac U2\lambda(1-\lambda).$$

## 5. No minimum is lost in this reduction

A local minimum $n_0$ of $E(n)$ gives a local minimum $\rho(n_0)$ of $E[\rho]$, since any nearby $\rho$ with localized block $n$ obeys $E[\rho]\ge E(n)\ge E(n_0)$. The converse uses concavity.

The first variation of $E_U$ is $\mathrm{Tr}[U(\tfrac12-n)\delta n]$, so the effective one-electron Hamiltonian is

$$h=\begin{pmatrix}A&-V\\-V&0\end{pmatrix},\qquad A=\varepsilon+U\left(\tfrac12-n\right).$$

The remaining terms of $E[\rho]$ are linear, and a concave function lies below its tangent:

$$E[\rho']\le E[\rho]+\mathrm{Tr}\,h(\rho'-\rho).\tag{1}$$

At a local minimum $h$ has no matrix element between occupied and empty orbitals, since otherwise a small rotation with suitable phase would lower the energy at first order. Occupied and empty orbitals can then be chosen as eigenvectors of $h$. Suppose an occupied level $h_i$ lay above an empty level $h_e$. Rotating the occupied orbital by an angle $\theta$ towards the empty one gives $\mathrm{Tr}\,h(\rho'-\rho)=(h_e-h_i)\sin^2\theta<0$, and (1) says that the energy falls. So no occupied level lies above an empty one.

Diagonalize $A$, and apply the same unitary to the ligands, which preserves the coupling $-V$. For each eigenvalue $\alpha$ of $A$ there remains a $2\times2$ matrix with diagonal $(\alpha,0)$ and off-diagonal $-V$. Its determinant is $-V^2$, so one level is negative and one positive. The $M$ electrons fill the $M$ negative levels. The lower level is $\eta=(\alpha-\sqrt{\alpha^2+4V^2})/2$, and the second row of the eigenvalue equation gives the ratio of ligand to localized amplitude as $-V/\eta>0$. With $\eta(\eta-\alpha)=V^2$, the localized weight is

$$\lambda=\frac{\eta^2}{\eta^2+V^2}=\frac{\eta}{2\eta-\alpha}=\frac12\left(1-\frac{\alpha}{\sqrt{\alpha^2+4V^2}}\right).\tag{2}$$

Hence $0<\lambda<1$. The amplitudes have equal sign, so $X=S$ and $\rho=\rho(n)$. Because $\rho(n)$ varies continuously with $n$, a local minimum of $E[\rho]$ is also one of $E(n)$. The two sets of minima correspond, and all lie at fractional occupations.

Inequality (1) also bears on self-consistent iteration. If $\rho'$ fills the lowest levels of $h[\rho]$, it minimizes $\mathrm{Tr}\,h\rho'$, so $E[\rho']\le E[\rho]$. In this model the undamped iteration never raises the energy. A local minimum fills the lowest levels of its own $h$, so it is a fixed point: once the iteration has reached it, it stays there even if a lower minimum exists.

## 6. One orbital: competition of curvatures

Write $p=\lambda(1-\lambda)$, so that $p'=1-2\lambda$, $p''=-2$ and $p'^2=1-4p$. The hybridization term $-2Vp^{1/2}$ has first derivative $-Vp'p^{-1/2}$ and second derivative

$$Vp^{-3/2}\left(2p+\tfrac12p'^2\right)=\frac{V}{2p^{3/2}}\ge4V,$$

since $p\le\tfrac14$. Equality holds at half filling. The Dudarev term contributes $-U$.

Set $m=2\lambda-1$, so $p=(1-m^2)/4$. Then

$$f'(\lambda)=\frac{2Vm}{\sqrt{1-m^2}}-\frac{Um}{2},\qquad f''(\lambda)=\frac{4V}{(1-m^2)^{3/2}}-U .$$

A stationary occupation satisfies $f'=-\varepsilon$. If $U\le4V$, $f'$ increases from $-\infty$ to $+\infty$ and there is one solution, a minimum.

If $U>4V$, the curvature vanishes at $m=\pm m_*$, where $s_*=\sqrt{1-m_*^2}=(4V/U)^{1/3}$. The slope $f'$ rises for $m<-m_*$, falls between $-m_*$ and $m_*$, and rises again beyond. Using $4V=Us_*^3$, its local maximum is

$$f'\big|_{-m_*}=\frac{Um_*}{2}-\frac{2Vm_*}{s_*}=\frac{Um_*}{2}(1-s_*^2)=\frac U2m_*^3,$$

and its local minimum is the negative of this, because $f'$ is odd in $m$. Three solutions exist when $|\varepsilon|<(U/2)m_*^3$. The outer two have $f''>0$ and are minima; the middle one is a maximum. Raising the condition to the power $2/3$ gives

$$\left(\frac{2|\varepsilon|}{U}\right)^{2/3}<1-\left(\frac{4V}{U}\right)^{2/3}\quad\Longleftrightarrow\quad U>U_c(\varepsilon).$$

Two limits show its meaning. For $\varepsilon=0$, $U_c=4V$: the Dudarev curvature must exceed the smallest hybridization curvature. For $V\to0$, $U_c\to2|\varepsilon|$. The energy is then $\varepsilon\lambda+(U/2)\lambda(1-\lambda)$, with end slopes $\varepsilon+U/2$ at $\lambda=0$ and $\varepsilon-U/2$ at $\lambda=1$. Both ends are minima when $|\varepsilon|<U/2$.

## 7. The whole shell: which combinations survive

Stationarity of $E(n)$ in every Hermitian direction gives $\varepsilon+f'(n)=0$. So $\varepsilon$ is a function of $n$ and commutes with it. As the levels are distinct, $n$ is diagonal in the orbital basis, and each $\lambda_a$ solves the equation of Section 6. If $r$ orbitals satisfy $U>U_c(\varepsilon_a)$, there are $2^r$ combinations of wells. They must still be stable against orbital mixing.

For a power $g(n)=n^k$, the first-order change is $\sum_jn^j\delta\,n^{k-1-j}$. Its $ab$ element, in the eigenbasis of $n$, is

$$\sum_{j=0}^{k-1}\lambda_a^j\lambda_b^{k-1-j}\,\delta_{ab}=\frac{\lambda_a^k-\lambda_b^k}{\lambda_a-\lambda_b}\,\delta_{ab},$$

where $\delta_{ab}$ is an element of the matrix $\delta$. By linearity and polynomial approximation the same quotient rule holds for smooth $g$, with $g'(\lambda_a)$ replacing the quotient when the eigenvalues coincide. Apply it to $g=f'$ in $\frac{d}{dt}\mathrm{Tr}f(n+t\delta)=\mathrm{Tr}[f'(n+t\delta)\delta]$, and insert $f'(\lambda_a)=-\varepsilon_a$:

$$\frac{d^2E}{dt^2}=\sum_af''(\lambda_a)\,\delta_{aa}^2-2\sum_{a<b}\frac{\varepsilon_a-\varepsilon_b}{\lambda_a-\lambda_b}\,|\delta_{ab}|^2.\tag{3}$$

The factor 2 arises because $ab$ and $ba$ contribute equally. The denominators are nonzero, since equal occupations would imply equal levels.

A minimum thus requires each orbital to sit in a well and the lower of any two orbitals to be the fuller. Within one branch of wells this order is automatic: $f'$ increases there, so a higher $\varepsilon$ means a smaller $\lambda$. Between branches, every high-occupation orbital must lie below every low-occupation one.

For $U>4V$, an orbital with $U<U_c(\varepsilon_a)$ has one well, low if $\varepsilon_a>0$ and high if $\varepsilon_a<0$. Because $U_c$ grows with $|\varepsilon|$, these orbitals lie outside the group of $r$ bistable ones in energy and already obey the order. Within the group one may fill the lowest $0,1,\dots,r$ orbitals. For $U\le4V$ we have $r=0$, and $f'$ increases throughout. Away from the thresholds themselves,

$$\boxed{\text{number of local minima}=1+r,\qquad r=\#\{a:\ U>U_c(\varepsilon_a)\}.}$$

Several minima therefore exist once $U$ exceeds the smallest $U_c(\varepsilon_a)$.

The other $2^r-r-1$ combinations are saddles. Each inverted pair gives two negative directions, the real and imaginary parts of $\delta_{ab}$. If a calculation keeps $n$ diagonal, for instance because the orbitals have different symmetry labels, these directions are closed to it and the saddle looks like a minimum.

## 8. Worked example

Take round parameters: $M=3$, $V=0.5$ eV and $\varepsilon=(-0.3,\,0.1,\,0.6)$ eV. Then $4V=2$ eV. For the second orbital, with energies in eV,

$$U_c=\left[2^{2/3}+0.2^{2/3}\right]^{3/2}=(1.587+0.342)^{3/2}=2.68 .$$

The first and third give 3.49 and 4.48 eV. At $U=1.5,\,3,\,4,\,5$ eV the number of thresholds passed is $0,1,2,3$, so there are $1,2,3,4$ minima.

At $U=5$ eV, iterating (2) with $\alpha=\varepsilon_a+U(\tfrac12-\lambda)$ from $\lambda=0$ and $\lambda=1$ gives the low and high wells:

| Orbital | Low | High |
|---|---:|---:|
| 1 | 0.057 | 0.968 |
| 2 | 0.038 | 0.954 |
| 3 | 0.026 | 0.913 |

Inserting them in $E(n)$ gives the energies below, where 1 marks a high well. The last column counts two negative directions per inverted pair.

| Wells | $E$ (eV) | Negative directions |
|---|---:|---:|
| 000 | −0.291 | 0 |
| 100 | −0.565 | 0 |
| 110 | −0.474 | 0 |
| 111 | 0.071 | 0 |
| 010 | −0.199 | 2 |
| 101 | −0.020 | 2 |
| 001 | 0.254 | 4 |
| 011 | 0.346 | 4 |

The ground state is 100; the other three minima are metastable. The saddle 101 lies below the true minimum 111, so lying below a known minimum does not make a state stable.

Neighbouring minima are joined by moving one orbital through its middle solution, found numerically by root bracketing. From 100 to 110 the barrier on this path is 0.273 eV, and 0.181 eV in reverse. Their difference, 0.092 eV, is the energy difference of the two minima to rounding. From 111 back to 110 the barrier is only 0.022 eV. It must vanish as $U$ falls to 4.48 eV, where the high well of orbital 3 merges with the middle solution.

For the saddle 010, mix orbitals 1 and 2 with $\delta_{12}=\delta_{21}=1$. Equation (3) gives

$$\frac{d^2E}{dt^2}=-2\,\frac{-0.3-0.1}{0.0567-0.9541}\ \text{eV}=-0.891\ \text{eV}.$$

Adding an off-diagonal element of 0.001 to $n$ and iterating to self-consistency takes the system to 100, lowering the energy by 0.366 eV.

## 9. Where the count changes

If two levels coincide, mixing those orbitals costs nothing at second order when one is in a high and the other in a low well, by (3). Such a minimum then becomes a continuous family, because rotating the two degenerate orbitals together with their ligands leaves the energy unchanged. Minima in which both orbitals sit in the same kind of well are not moved by this rotation. If the couplings $V_a$ differ, the hybridization energy is no longer a function of the eigenvalues of $n$ alone, and both (3) and the count must be derived anew.

The response of the base functional matters as well. Neighbouring minima here differ by about 0.9 electron in $\mathrm{Tr}\,n$. A charging energy $(C/2)(\mathrm{Tr}\,n-N_0)^2$, with $C>0$ and a reference charge $N_0$, is convex and adds $C(\mathrm{Tr}\,\delta)^2$ to the second derivative. For $U<4V$ the quotient rule of Section 7 makes $\mathrm{Tr}f(n)$ strictly convex, so $E(n)$ keeps its single minimum. Inequality (1) no longer holds, however, so the arguments of Section 5 do not carry over. For example, if the orbitals are restricted to be real, then for $M=1$, $\varepsilon=0$, $N_0=\tfrac12$ and $C>4V+U$ the antibonding filling at $\lambda=\tfrac12$ becomes a second local minimum; a complex phase removes it. The term also shifts every level by $C(\mathrm{Tr}\,n-N_0)$, which depends on all occupations, so the thresholds above $4V$ no longer follow from separate one-orbital equations. The values of $U_c$ thus belong to this model; the concavity of $E_U$ does not depend on it.
